# Midgap states induced by a metal in an alternating-hopping chain, part 2

A metal joined to the end of a half-infinite chain $A_1,B_1,A_2,B_2,\dots$ induces a density of states in the chain's gap. We ask how this density is shared between the $A$ and $B$ sublattices.

The hoppings are real and positive: $t_1$ within cell $j$ and $t_2<t_1$ between cells. Site energies are zero and electrons do not interact, unless stated otherwise. The gap is $|E|<t_1-t_2$, and the isolated chain has no state in it. The metal's orbital $0$ is joined to $A_1$ by $v$. With amplitudes $a_j$, $b_j$ and $\varphi_0$ on $A_j$, $B_j$ and orbital $0$,

$$E a_1 = v\varphi_0 + t_1 b_1,\qquad(1)$$
$$E a_j = t_2 b_{j-1} + t_1 b_j \quad (j\ge 2),\qquad(2)$$
$$E b_j = t_1 a_j + t_2 a_{j+1}\quad (j\ge 1).\qquad(3)$$

At $E=0$ all $a_j$ vanish, and

$$b_1=-\frac{v}{t_1}\varphi_0,\qquad b_j=-\frac{v}{t_1}\Big(-\frac{t_2}{t_1}\Big)^{j-1}\varphi_0 .\qquad(6)$$

Let $g_{n1}$ be the isolated chain's response on site $n$ to a unit source on $A_1$ ($g_{11}$ on $A_1$ itself), and $g_m$ and $G_{00}$ the Green functions on orbital $0$ before and after joining. With $\Sigma=v^2g_m$ and $\Gamma=-2\,\mathrm{Im}\,\Sigma$, the local density of states in the gap, per spin and unit energy, is

$$\rho_n(E)=\frac{\Gamma}{2\pi}\,\frac{g_{n1}^2}{|1-\Sigma g_{11}|^2},\qquad(8)$$
$$G_{00}=\frac{g_m}{1-v^2g_mg_{11}} .\qquad(9)$$

At midgap, with $\Gamma$ taken at $E=0$,

$$\boxed{\;\rho_{A,j}(0)=0,\qquad \rho_{B,j}(0)=\frac{\Gamma}{2\pi t_1^2}\Big(\frac{t_2}{t_1}\Big)^{2(j-1)}\;}\qquad(10)$$
$$\sum_j\rho_{B,j}(0)=\frac{\Gamma}{2\pi t_1^2}\,\frac{1}{1-t_2^2/t_1^2}=\frac{\Gamma}{2\pi(t_1^2-t_2^2)} .\qquad(11)$$

**Example.** $t_1=2.85$ eV, $t_2=2.15$ eV, $v=1$ eV, cell length $c=0.245$ nm, one chain per $0.15\ \mathrm{nm}^2$. The metal is a half-infinite uniform chain with hopping $t_m=3$ eV and site energy $\varepsilon_m=-1.5$ eV; orbital $0$ is its end site.

### (g) How does the A sublattice fill as the energy leaves midgap?

*Find the decay of the chain amplitudes at an energy $E$ in the gap and the ratio $\rho_{A,j}/\rho_{B,j}$. Examine it near midgap and at the gap edges.*

**Solution.** In the gap the amplitudes must decay away from the metal. Let them change by a factor $\lambda$ per cell, $a_j=a\lambda^{j-1}$ and $b_j=b\lambda^{j-1}$, with $|\lambda|<1$. Equations (3) and (2) become

$$Eb=(t_1+t_2\lambda)\,a,\qquad Ea=\Big(t_1+\frac{t_2}{\lambda}\Big)b,\qquad(13)$$

where $1/\lambda$ appears because row $A_j$ contains the amplitude of the preceding cell. Multiplying the two equations and dividing by $ab$ gives

$$E^2=(t_1+t_2\lambda)\Big(t_1+\frac{t_2}\lambda\Big)=t_1^2+t_2^2+t_1t_2\Big(\lambda+\frac1\lambda\Big).\qquad(14)$$

Define $s=\lambda+1/\lambda=(E^2-t_1^2-t_2^2)/(t_1t_2)$. In the gap $E^2<(t_1-t_2)^2$, so $s<-2$. The equation $\lambda^2-s\lambda+1=0$ then has two real negative roots whose product is one. The decaying one is

$$\lambda=\frac{s+\sqrt{s^2-4}}{2}.$$

At $E=0$ it equals $-t_2/t_1$, in agreement with part (b). As $|E|$ grows, $s$ rises towards $-2$ and $\lambda$ moves steadily to $-1$.

The first equation of (13) fixes the ratio of the densities. Since $\lambda$ is common to both sublattices, the ratio is the same in every cell:

$$\frac{\rho_{A,j}(E)}{\rho_{B,j}(E)}=\frac{a^2}{b^2}=\frac{E^2}{(t_1+t_2\lambda)^2}.\qquad(15)$$

Neither the metal nor $v$ enters. They set how much density is induced, while the chain alone sets how it is divided between the sublattices.

Near midgap, insert $\lambda\simeq-t_2/t_1$, so that $t_1+t_2\lambda\simeq(t_1^2-t_2^2)/t_1$. To leading order in $E$,

$$\frac{\rho_{A,j}}{\rho_{B,j}}\simeq\frac{t_1^2}{(t_1^2-t_2^2)^2}\,E^2 .\qquad(16)$$

At the edges $\lambda\to-1$ and $t_1+t_2\lambda\to t_1-t_2=|E|$, so the ratio tends to one. Between these limits it rises steadily, because the numerator of (15) grows and the denominator shrinks as $\lambda$ moves towards $-1$. Inside the gap the $A$ site of a cell therefore carries less density than the $B$ site, but at midgap alone does it carry none.

For the example the coefficient in (16) is $2.85^2/3.50^2=0.663\ \mathrm{eV}^{-2}$. At $E=0.1$ eV the ratio is 0.0067. At 0.3 eV it is 0.064, where the leading term gives $0.663\times0.09=0.060$, which is 7 % below the full ratio. At 0.5 eV the ratio is 0.21 and the leading term, 0.17, is about a fifth too low.

Equation (15) can also be tested on individual eigenstates. A Hermitian matrix for 1500 metal sites joined to 160 chain sites has 82 eigenstates with $|E|<0.5$ eV. In each of them the total weight on $A$ divided by the total weight on $B$ agrees with (15) to one part in $10^5$, apart from an absolute allowance of $10^{-12}$.

### (h) How large is the density throughout the gap, and what of its integral?

*Find $g_{Aj,1}$ and $g_{Bj,1}$ at a general energy in the gap, and from them the densities. Does the A sublattice stay empty when the density is integrated over the gap?*

**Solution.** Put a unit source on $A_1$ of the isolated chain. The response has the decaying form of part (g), and (13) still holds in all rows beyond the first. The row of $A_1$ is

$$Ea-t_1b=1 .$$

The second equation of (13) gives $Ea=(t_1+t_2/\lambda)b$. Inserting it cancels $t_1b$ and leaves $(t_2/\lambda)b=1$. Hence $b=\lambda/t_2$, and the first equation of (13) supplies $a=Eb/(t_1+t_2\lambda)$:

$$g_{Bj,1}=\frac{\lambda^{j}}{t_2},\qquad g_{11}=\frac{E\lambda}{t_2(t_1+t_2\lambda)},\qquad g_{Aj,1}=g_{11}\lambda^{j-1}.\qquad(17)$$

At $E=0$, $\lambda/t_2=-1/t_1$ and $g_{11}=0$, which are the values used in part (d). With (8),

$$\rho_{B,j}(E)=\frac{\Gamma(E)}{2\pi}\,\frac{\lambda^{2j}}{t_2^2\,|1-\Sigma(E)g_{11}(E)|^2},\qquad(18)$$

and $\rho_{A,j}$ follows by multiplication with (15). Away from midgap $g_{11}$ is not zero. The denominator then depends on $v$, and the strict proportionality to $v^2$ is lost. By (9), the metal's orbital $0$ in general no longer keeps its isolated density either.

Summing over cells multiplies the density of the first cell by $1/(1-\lambda^2)$. This factor grows without limit at the gap edges, where the states reach ever deeper into the chain. The growth can be followed from (14). Subtracting $(t_1-t_2)^2$ from both sides gives

$$E^2-(t_1-t_2)^2=t_1t_2\Big(\lambda+\frac1\lambda+2\Big)=t_1t_2\frac{(1+\lambda)^2}{\lambda}.$$

Near $\lambda=-1$ this means $1+\lambda\simeq\sqrt{[(t_1-t_2)^2-E^2]/(t_1t_2)}$, while $1-\lambda^2\simeq2(1+\lambda)$. The total therefore rises as an inverse square root of the distance to the edge, and its integral over the gap is finite.

Integrated over the whole gap and summed over the chain, 24 % of the example's induced density lies on the $A$ sublattice. In the example, more than half of the induced density comes from energies over 0.5 eV away from midgap, where the ratio (15) lies between 0.21 and one. A statement that gap states occupy one sublattice is thus correct for a narrow window around midgap and wrong for the gap as a whole.

The same caution applies to charge. It involves all occupied energies, including the valence band, and the zero at midgap does not forbid it on $A_1$. An instance appears in part (j).

### (i) Which disturbances keep the zero, and which remove it?

*Work at $E=0$ and consider in turn: unequal bonds along the chain; a site energy $\varepsilon$ on $A_1$; a site energy $\delta$ on $B_1$; and a second hopping $w$ from the metal's orbital $0$ to $B_1$.*

**Solution.** All four cases follow from the $B$ rows, because these are the rows that forced the $A$ amplitudes to vanish.

*Unequal bonds.* Let the hoppings in and after cell $j$ be $t_{1,j}$ and $t_{2,j}$. Row $B_j$ gives $a_{j+1}=-(t_{1,j}/t_{2,j})a_j$, so

$$|a_{j+1}|=|a_1|\prod_{i=1}^{j}\frac{t_{1,i}}{t_{2,i}} .$$

If this product grows without bound, $a_1$ must vanish and the density on $A$ is zero, however irregular the bonds. Static bond disorder that leaves this growth intact therefore does not fill the $A$ sublattice. For random changes of up to 10 % in each bond of the example, the weakest possible $t_{1,i}$ is 2.57 eV and the strongest possible $t_{2,i}$ is 2.37 eV, so each factor exceeds one. One such chain of 160 sites, solved numerically, has zero density on $A$ and 0.0112 per eV on $B_1$. The argument fails if the order of strong and weak bonds is reversed beyond some cell. The product then shrinks from there on, and an $A$ amplitude centred on the reversal becomes allowed.

*Site energy on $A_1$.* It adds $\varepsilon a_1$ to the right-hand side of row $A_1$. The $B$ rows are unchanged, so $a_1=0$ and the added term vanishes. The amplitudes (6) are unchanged as well, and the metal still meets a node on $A_1$. A local potential on the contacted site thus has no effect on the midgap density, although it does act at other energies. With $\varepsilon=0.3$ eV, the numerical midgap densities agree with the undisturbed ones to one part in $10^5$, with an absolute allowance of $10^{-10}$ per eV for the smallest.

*Site energy on $B_1$.* Rows $B_2,B_3,\dots$ are unchanged and give $a_2=a_3=\dots=0$. Row $B_1$ becomes

$$0=t_1a_1+t_2a_2+\delta\,b_1\quad\Rightarrow\quad a_1=-\frac{\delta}{t_1}b_1,\qquad \frac{\rho_{A,1}}{\rho_{B,1}}=\Big(\frac{\delta}{t_1}\Big)^2 .\qquad(19)$$

Density appears on $A_1$ and on no other $A$ site. For $\delta=0.3$ eV the ratio is $(0.3/2.85)^2=0.011$.

*Direct hopping to $B_1$.* Again $a_2=a_3=\dots=0$. Row $B_1$ now contains the metal:

$$0=t_1a_1+t_2a_2+w\varphi_0\quad\Rightarrow\quad a_1=-\frac{w}{t_1}\varphi_0 .$$

Row $A_1$ still gives $b_1=-(v/t_1)\varphi_0$. Dividing the two,

$$\frac{\rho_{A,1}}{\rho_{B,1}}=\Big(\frac wv\Big)^2 .\qquad(20)$$

The reading is simple: each site of the end pair is driven by the metal through its partner. For $w/v=0.2$ the ratio is 0.04. The $B$ densities sum to $\rho_{B,1}/(1-0.569)=2.32\,\rho_{B,1}$, so the share of $A$ in the chain's total is $0.04/(0.04+2.32)=1.7\ \%$.

The first two disturbances leave the $A$ density at zero. In the last two it grows, to leading order, as the square of the disturbance. This is why weak violations of the assumptions leave the sublattice contrast at midgap large.

### (j) How well does the zero survive in a contact of realistic size?

*For the example, estimate the share of the $A$ sublattice in the chain's induced density when the Fermi level is off midgap, at room temperature, with hopping between second neighbours, and with on-site electron repulsion.*

**Solution.** The share is $R/(1+R)$ if $R$ is the ratio of the summed $A$ density to the summed $B$ density.

*Fermi level.* States at the Fermi level are the ones that matter for conduction at low bias. If it lies 0.3 eV from midgap, $R=0.064$ and the share is 6.0 %.

*Temperature.* Let the Fermi level be at midgap. Thermal smearing averages the density with the weight $-df/dE$, where $f=1/(e^{E/k_BT}+1)$. With $x=E/k_BT$, an integration by parts and the expansion of $f$ in powers of $e^{-x}$ give

$$\langle x^2\rangle=2\int_0^\infty x^2\Big(-\frac{df}{dx}\Big)dx=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\sum_{k\ge1}\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{3},$$

since the alternating sum equals $\pi^2/12$. By (16), to leading order, $R\simeq0.663\times(\pi^2/3)(k_BT)^2$ with $k_BT$ in eV. At 300 K, $k_BT=0.0259$ eV and $R\simeq0.0015$. Averaging the full densities gives a share of 0.15 %.

*Second neighbours.* A hopping $t'$ between adjacent sites of the same sublattice adds $2t'\cos k$ to both bands. For small $t'$ the gap edges stay at $k=\pi$, so the gap centre moves to $-2t'$, and energies are measured from there. Row $B_j$ then acquires the term $2t'b_j+t'(b_{j-1}+b_{j+1})$. With the unperturbed decay factor $-t_2/t_1$, this acts on a $B$ site away from the end like the site energy

$$t'\Big(2-\frac{t_2}{t_1}-\frac{t_1}{t_2}\Big)=-t'\frac{(t_1-t_2)^2}{t_1t_2},$$

which is $-0.008$ eV for $t'=0.1$ eV. The site $B_1$ lacks the neighbour $b_0$, and its effective energy is $t'(2-t_2/t_1)=0.125$ eV. The main effect is therefore that of (19), at the end of the chain. The numerical share of $A$ is 0.07 %.

*Repulsion.* An on-site repulsion $U$ in mean field shifts each chain site by $U(n-\tfrac12)$, where $n$ is its occupation per spin and $\tfrac12$ is the neutral value. For $U=4$ eV the self-consistent shifts are $-0.006$ eV on $A_1$ and $+0.012$ eV on $B_1$. They correspond to $n-\tfrac12=-0.0015$ and $+0.003$. The site $A_1$ is thus charged although its midgap density was zero before the repulsion was included. The resulting share of $A$ at midgap is about 0.001 %. It is small because the shifts are small and enter squared. This solution has equal occupation for both spins, and it is stable only up to $U\approx4.7$ eV for these hoppings. Above that value the mean field develops alternating spin moments, which shift all $B$ sites, and the midgap share of $A$ rises to about 8 % at $U=5$ eV and 33 % at $U=6$ eV. Static spin order in a single chain is an artefact of mean field, but it shows that the small figure cannot be carried over to stronger repulsion. Correlation beyond mean field and the long-range part of the Coulomb force are not contained in this figure.

**Comparison with a real chain.** The hoppings and the cell length are rough values in the regime of trans-polyacetylene, whose gap is roughly 1.4 eV. The model assigns that gap wholly to bond alternation, whereas in the real polymer electron interactions contribute as well. The metal is a round model of a wide band, and $v=1$ eV supposes a chemical bond to the chain's end. A chain that merely rests against the metal would have a much smaller $v$. With $v=0.1$ eV, and all else held fixed, (11) lowers the areal density from $3.9\times10^{13}$ to $3.9\times10^{11}\ \mathrm{eV^{-1}\,cm^{-2}}$. Among the disturbances, at the sizes chosen here, a Fermi level away from midgap matters most: an offset of 0.3 eV moves the share of $A$ from zero to 6 %. A metal that reaches the second site as well breaks the single-site contact, and gives $A$ a share of 1.7 % at midgap for $w/v=0.2$. The two effects do not simply add, because their amplitudes on $A_1$ interfere: with $w/v=+0.2$ the share is 10.5 % at $E=+0.3$ eV and 3.8 % at $E=-0.3$ eV, and the two values change places if the sign of $w$ is reversed. If the metal bonds along the side of the chain, many $B$ sites are driven directly, and (10) does not apply.

A nearly empty $A$ sublattice is therefore to be expected under four joint conditions: the chain ends on a strong bond and keeps this bond order further along, the metal couples chiefly to the end site, the energy examined lies close to midgap compared with half the gap, and the contact shifts the site energies of the nearby $B$ sites by little on the same scale. The last condition can fail at a real interface, where charge transfer may set up a potential that reaches over several cells. All four presuppose that electron repulsion in the chain is weak enough for the independent-electron picture to hold, which has been examined here only in mean field. The main values used in both halves are listed in the numerical output.

## Values computed for the example and the checks

```
t1, t2 = 2.85, 2.15 eV; full gap = 1.40 eV
cell length = 0.245 nm; area per chain = 0.15 nm^2
metal hopping, centre, contact v = 3.0, -1.5, 1.0 eV
Sigma(0) = 0.0833 -0.3227 i eV
Gamma = 0.6455 eV
metal end density, isolated = 0.10273 /eV per spin
metal end density, joined (matrix) = 0.10273 /eV per spin
midgap density per spin, whole matrix and law:
 cell 1: A 0.0e+00, B 0.012648, law B 0.012648 /eV
 cell 2: A 0.0e+00, B 0.007198, law B 0.007198 /eV
 cell 3: A 0.0e+00, B 0.004096, law B 0.004096 /eV
 cell 4: A 0.0e+00, B 0.002331, law B 0.002331 /eV
density factor per cell (t2/t1)^2 = 0.5691
density decay length = 0.435 nm
chain total at midgap = 0.02935 /eV per spin
areal density, both spins = 3.91e+13 /(eV cm^2)
B1 density ratio, v = 3.0 to 1.0 eV: 9.0000
coefficient of E^2 in A/B = 0.6631 /eV^2
 E = 0.10 eV: lambda = -0.7566, A/B = 0.0067
 E = 0.30 eV: lambda = -0.7751, A/B = 0.0642
 E = 0.50 eV: lambda = -0.8207, A/B = 0.2122
 E = 0.70 eV: lambda = -1.0000, A/B = 1.0000
gap states checked by diagonalization = 82
edge-state case (t1, t2 exchanged): A1 = 0.9246 /eV, B1 = 0.0e+00 /eV
bond disorder 10%: largest A = 0.0e+00 /eV, B1 = 0.01124 /eV
B1 shifted by 0.3 eV: A1/B1 = 0.01108
share of A in the chain's induced density:
 whole gap integrated: 24.2 %
 Fermi level 0.3 eV off midgap: 6.04 %
 thermal window, 300 K (kT = 0.02585 eV): 0.148 %
 second-neighbour hopping 0.1 eV: 0.0715 %
 direct coupling to B1, w/v = 0.2: 1.69 %, A1/B1 = 0.0400
 repulsion 4.0 eV, mean field: 0.00131 %
mean-field shifts of A1, B1 = -0.0059, 0.0118 eV
```
